# Rosseland conductivity of thermal photons in an optically thick gray ceramic

Q: A hot ceramic is full of infrared radiation, and photons travel at a sizable fraction of the vacuum speed of light. Why should their heat transport obey Fourier's law, with a local conductivity, rather than the law for exchange between distant surfaces?

A: Because a photon in an optically thick ceramic does not travel far. Let $\beta$ be the extinction coefficient, the probability per unit length that a photon is absorbed or scattered. Its mean free path is $\ell=1/\beta$. If the temperature hardly changes over $\ell$, and absorption is not too rare compared with scattering, the radiation at a point comes from surroundings at almost the local temperature. It is then nearly isotropic, and the small anisotropy left over is proportional to the local gradient. That anisotropy carries the heat.

The setting is as follows. The medium is stationary and isotropic, with a uniform, real refractive index $n$ independent of frequency. A porous ceramic is treated as an effective medium with such an index. The mean free path is long compared with the wavelength, so that rays make sense. The matter has a local temperature $T(\mathbf r)$. The extinction is gray, meaning independent of frequency, and splits into absorption and scattering, $\beta=\kappa+s$ with $\kappa>0$. Scattering is elastic and, for now, isotropic. I use SI units, the natural ones for engineering heat fluxes.

Q: Start with equilibrium, then. I know the intensity of a black body in vacuum. What does the refractive index do to it?

A: Count the modes. With two polarizations, the number of modes per volume with wavenumber between $k$ and $k+dk$ is

$$2\,\frac{4\pi k^2dk}{(2\pi)^3}=\frac{k^2dk}{\pi^2}=\frac{n^3\omega^2d\omega}{\pi^2c^3},$$

where $k=n\omega/c$ was used. Each mode holds the thermal energy $\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. With $y=\hbar\omega/k_BT$ the energy density is

$$u=\frac{n^3(k_BT)^4}{\pi^2c^3\hbar^3}\int_0^\infty\frac{y^3dy}{e^y-1}.$$

Expanding $1/(e^y-1)=\sum_{m\ge1}e^{-my}$ turns the integral into $\sum_m 6/m^4=6\pi^4/90=\pi^4/15$. Since $\sigma=\pi^2k_B^4/(60\hbar^3c^2)$,

$$u=\frac{\pi^2n^3k_B^4T^4}{15\hbar^3c^3}=\frac{4n^3\sigma T^4}{c}.$$

Let $I$ be the intensity: power per area normal to the ray and per solid angle, integrated over frequency. Energy moves at $v=c/n$, so isotropic radiation has $u=4\pi I/v$. The equilibrium intensity is therefore

$$I_b=\frac{uc}{4\pi n}=\frac{n^2\sigma T^4}{\pi}.$$

Three powers of $n$ come from the mode density, and one is lost to the slower speed. As a check on the counting, an explicit sum over the modes of a finite box at 1500 K and $n=2$ gives $3.064\times10^{-2}$ J/m³, in agreement with the formula. For $n=1$ the two differ by about 2 parts in $10^5$.

Q: A uniform $I_b$ carries no net heat. How do you get the anisotropy, and does scattering not spoil the argument? A scattered photon remembers nothing about the local temperature.

A: Both questions are settled by the transfer equation. Along a direction $\boldsymbol\Omega$,

$$\boldsymbol\Omega\cdot\nabla I=-\beta I+\kappa I_b+sJ,\qquad J=\frac1{4\pi}\int I\,d\Omega .$$

The first term on the right is loss by extinction. The last is gain by isotropic scattering from all directions. The emission must be $\kappa I_b$, because in a uniform medium at equilibrium $I=J=I_b$ has to make the right side vanish.

Now expand in the number of gradients, $I=I_0+I_1+\dots$. At zeroth order the left side is absent:

$$\beta I_0=\kappa I_b+sJ_0 .$$

The right side does not depend on direction, so $I_0=J_0$. Then $(\beta-s)I_0=\kappa I_b$, and because $\beta-s=\kappa$ is not zero, $I_0=I_b$.

At first order,

$$\boldsymbol\Omega\cdot\nabla I_b=-\beta I_1+sJ_1 .$$

Average this over directions. The left side averages to zero, which leaves $0=-(\beta-s)J_1=-\kappa J_1$, hence $J_1=0$. The scattering gain vanishes at this order, and

$$I_1=-\frac1\beta\,\boldsymbol\Omega\cdot\nabla I_b .$$

The minus sign says that more radiation travels toward the cold side. Isotropic scattering destroys a photon's direction as effectively as absorption does, which is why the whole $\beta$ appears.

Q: Then what is the conductivity?

A: The flux is $\mathbf q=\int\boldsymbol\Omega I\,d\Omega$. The isotropic $I_b$ contributes nothing. For the rest we need $\int\Omega_i\Omega_j\,d\Omega$. It vanishes for $i\ne j$ by reflection, and its three diagonal elements are equal with sum $\int d\Omega=4\pi$, so it is $(4\pi/3)\delta_{ij}$. Hence

$$\mathbf q=-\frac{4\pi}{3\beta}\nabla I_b
=-\frac{4\pi}{3\beta}\,\frac{4n^2\sigma T^3}{\pi}\,\nabla T .$$

This is Fourier's law, $\mathbf q=-k_R\nabla T$, with the Rosseland conductivity

$$k_R=\frac{16\,n^2\sigma T^3}{3\beta}.$$

It is the radiative part alone; the lattice conducts in addition.

Q: I would trust it more if it agreed with the kinetic formula for a gas of carriers.

A: It does. The photon gas has heat capacity per volume $C=du/dT=16n^3\sigma T^3/c$, speed $v=c/n$ and mean free path $\ell=1/\beta$. Therefore

$$\frac13Cv\ell=\frac13\cdot\frac{16n^3\sigma T^3}{c}\cdot\frac cn\cdot\frac1\beta=\frac{16n^2\sigma T^3}{3\beta}.$$

The $T^3$ is the heat capacity of the photon gas. If $\beta$ does not itself change with temperature, the mean free path adds no further temperature dependence.

Q: Give me a number.

A: Take a model ceramic with $n=2$ and $\beta=20\,000$ m⁻¹ at $T=1500$ K. The mean free path is 50 µm, and

$$k_R=\frac{16\times4\times5.670\times10^{-8}\times1500^3}{3\times20\,000}=0.204\ \text{W/(m K)}.$$

The mode sum gives $C=8.171\times10^{-5}$ J/(m³ K), and $Cv\ell/3$ again yields 0.204 W/(m K). The heat capacity is tiny, but the speed is enormous. With $n=1$ the conductivity would be four times smaller, 0.051 W/(m K).

Q: You stopped at the first gradient. How large is what you dropped?

A: Consider a plane geometry without scattering, far from walls. Let $z$ be the coordinate along the gradient and $\mu=\Omega_z$. The equation $\mu\,dI/dz=-\beta(I-I_b)$ is solved by iteration:

$$I=I_b-\frac\mu\beta I_b'+\frac{\mu^2}{\beta^2}I_b''-\frac{\mu^3}{\beta^3}I_b'''+\dots$$

The flux is $q=2\pi\int_{-1}^1\mu I\,d\mu$. Terms with even powers of $\mu$ in $I$ drop out. The other two need $\int_{-1}^1\mu^2d\mu=2/3$ and $\int_{-1}^1\mu^4d\mu=2/5$, so that

$$q=-\frac{4\pi}{3\beta}\left[I_b'+\frac{3}{5\beta^2}I_b'''+\dots\right].$$

Suppose that $T$ is linear in $z$ and changes by a fraction $\epsilon$ per mean free path, $T=T_0(1+\epsilon\beta z)$. At $z=0$ the derivatives of $T^4$ give $I_b'''/(\beta^2I_b')=24\epsilon^3/(4\epsilon)=6\epsilon^2$. The relative correction is $3.6\,\epsilon^2$, with no further terms, since the next one contains the fifth derivative of a quartic. For $\epsilon=0.02$ it is 0.00144. Direct integration along rays gives a flux 1.00144 times the Rosseland value.

Q: So "optically thick" just means that $\beta L$ is large for a layer of thickness $L$?

A: Not quite. If the temperature profile is imposed and scattering dominates, large $\beta L$ is not enough. A photon then scatters many times before it is absorbed, and can diffuse away from the place whose temperature it represents.

To see the length involved, use angular moments, with $G=\int I\,d\Omega=4\pi J$. Integrating the transfer equation over directions gives the energy balance

$$\nabla\cdot\mathbf q=-\beta G+4\pi\kappa I_b+sG=\kappa(4\pi I_b-G).$$

Next multiply by $\boldsymbol\Omega$ and integrate. On the left stands the divergence of $\int\Omega_i\Omega_jI\,d\Omega$, which for nearly isotropic radiation is approximated by $\delta_{ij}G/3$; this is the diffusion closure. On the right emission drops out, and extinction gives $-\beta\mathbf q$.

We can allow anisotropic scattering here. If $g$ is the mean cosine of the scattering angle, a photon arriving along $\boldsymbol\Omega'$ leaves with mean direction $g\boldsymbol\Omega'$, since the transverse components average out. Scattering thus returns $+gs\mathbf q$, and

$$\frac13\nabla G=-\beta_{tr}\mathbf q,\qquad \beta_{tr}=\beta-gs .$$

The energy balance is unchanged, because scattering conserves photons whatever their new direction.

Q: And how does this reveal a length?

A: Add to a uniform $I_b$ a modulation $a\,e^{ipz}$. Substituting $q=-G'/(3\beta_{tr})$ into the energy balance gives, for the modulated part,

$$\frac{p^2}{3\beta_{tr}}G=\kappa(4\pi a e^{ipz}-G)
\;\Rightarrow\;
G=\frac{4\pi a e^{ipz}}{1+p^2\Lambda^2},\qquad \Lambda=\frac1{\sqrt{3\kappa\beta_{tr}}}.$$

The closure needs modulation slow on the mean free path, $p\ll\beta_{tr}$. For weak absorption ($\kappa\ll\beta_{tr}$) this range extends well past $p\Lambda=1$, and the flux, though not $G$, stays accurate even beyond it. Within the closure the flux is reduced by the same factor:

$$q=-\frac{4\pi}{3\beta_{tr}}\,\frac{ip\,a\,e^{ipz}}{1+p^2\Lambda^2}.$$

For $p\Lambda\ll1$ this is the Rosseland flux with $\beta_{tr}$ in place of $\beta$. For $p\Lambda\gg1$ the radiation is too slow to absorb and re-emit, and it no longer follows the temperature modulation. An imposed profile must therefore be smooth on the thermalization length $\Lambda$ as well as on the mean free path.

Q: Both results rest on a closure you assumed. Do they survive without it?

A: In the cases computed, yes. A solution of the full angular equation with the Henyey-Greenstein phase function, 90% of the extinction being scattering and $g=0.6$, gives for a slow modulation 2.174 times the flux expected from $\beta$. The prediction is $\beta/\beta_{tr}=1/(1-0.6\times0.9)=2.174$. Forward-peaked scattering only partly erases a photon's direction, so the photons carry heat farther.

With very weak absorption, $\kappa=0.001\beta$ and $g=0.6$, the thermalization length is $28.85/\beta$. At $p\Lambda=1$ the angular solution gives 0.4997 of the Rosseland flux, against 0.5 from the closure; at $p\Lambda=2$ it gives 0.1998, against 0.2. A layer with $\beta L=20$ would be thinner than this $\Lambda$, although the photons scatter many times inside it.

There is one important exception. If radiation alone carries the heat in a steady state, $\nabla\cdot\mathbf q=0$, and the energy balance forces $G=4\pi I_b$ for any $\kappa>0$. The temperature then adjusts itself to the radiation, and the condition on $\Lambda$ disappears.

Q: What happens next to a wall? Half of the surroundings there are not ceramic.

A: Take a black wall with no index step, at the temperature of the adjacent ceramic, and no scattering. Let $x=\beta z$ be the optical depth from the wall and let $I_b=b_0-bx$, cooler inward. Radiation moving toward the wall, with $\mu=|\Omega_z|$, comes from a long stretch of ceramic and has the bulk form $I_-=b_0-bx-b\mu$.

Radiation leaving the wall consists of attenuated wall emission and emission along the path. With $S=x/\mu$,

$$I_+=b_0e^{-S}+\int_0^S\left[b_0-b(x-\mu t)\right]e^{-t}dt .$$

Use $\int_0^Se^{-t}dt=1-e^{-S}$ and $\int_0^Ste^{-t}dt=1-e^{-S}-Se^{-S}$. Then

$$I_+=b_0-bx(1-e^{-S})+b\mu(1-e^{-S})-b\mu Se^{-S}.$$

Because $\mu S=x$, the last term cancels the $+bxe^{-S}$ in the second, leaving $I_+=b_0-bx+b\mu(1-e^{-x/\mu})$. The net flux is

$$q=2\pi\int_0^1\mu(I_+-I_-)d\mu=2\pi b\left[\frac23-E_4(x)\right],$$

with $E_4(x)=\int_0^1\mu^2e^{-x/\mu}d\mu$. Relative to the Rosseland flux $4\pi b/3$ this is

$$\frac{q}{q_R}=1-\frac32E_4(x).$$

At the wall $E_4(0)=1/3$ and the ratio is one half: the incoming hemisphere has its full anisotropy and the outgoing one has none. The ratio rises to 0.871 at one mean free path, 0.962 at two and 0.999 at five.

Q: Apply that to a real thickness. I want to see the local law succeed and fail in the same layer.

A: Make the model ceramic 1 mm thick, so that $\tau=\beta L=20$, with black, index-matched faces at 1600 K and 1400 K. Impose a linear temperature profile, as would arise if a uniform lattice conductivity dominated, and leave out scattering. The gradient is $-2\times10^5$ K/m.

At mid-plane the Rosseland flux is $0.20413\times2\times10^5\approx40\,827$ W/m². Ray integration gives 40 833 W/m², larger by a fraction $1.5\times10^{-4}$. The gradient correction alone is slightly larger than this: the temperature changes by 10 K per mean free path, so $3.6\,(10/1500)^2=1.6\times10^{-4}$. The walls subtract $2\times\frac32E_4(10)$, which with the rough estimate $E_4(x)\approx e^{-x}/x$ is about $10^{-5}$.

At the hot face the local Rosseland flux, evaluated at 1600 K, is 49 549 W/m², but the rays carry 24 429 W/m².

Q: That is a ratio of 0.493, not one half.

A: The source $T^4$ is curved, and at a wall the second derivative no longer cancels. The wall emits $I_+=I_b$, while the incoming intensity is $I_-=I_b+\mu I_b'+\mu^2I_b''+\dots$, with derivatives taken in $x$. Therefore

$$q=-2\pi\left[\frac{I_b'}3+\frac{I_b''}4+\dots\right],\qquad
\frac q{q_R}=\frac12\left[1+\frac34\frac{I_b''}{I_b'}+\dots\right].$$

For a linear temperature profile $I_b''/I_b'=3T'/T=3\times(-10/1600)=-0.0188$. The ratio becomes $\frac12(1-0.0141)=0.493$, as found.

Since the radiative flux changes near the faces, and also through the bulk as $T^3$, the lattice must take up the difference in a steady state. The linear profile is thus an approximation, good when lattice conduction dominates. In this layer the true profile departs from it by less than 1 K for a lattice conductivity of 2 W/(m K), and by about 5 K for 0.2 W/(m K).

Q: And in the opposite limit, with no lattice conduction at all?

A: Then $q$ is constant through the layer and $G=4\pi I_b$ inside. The diffusion equation gives $G(0)-G(\tau)=3\tau q$ for isotropic scattering or none. The walls need a boundary condition. In the diffusion approximation $I=(G+3q\mu)/(4\pi)$, with $\mu$ now positive toward the cold side. The forward hemispherical flux is

$$2\pi\int_0^1\mu I\,d\mu=\frac G4+\frac q2 .$$

At the hot face this must equal the wall emission $\pi I_h=n^2\sigma T_h^4$. At the cold face the backward flux gives $\pi I_c=n^2\sigma T_c^4=G/4-q/2$. So $G(0)=4\pi I_h-2q$ and $G(\tau)=4\pi I_c+2q$. Subtracting, $3\tau q=4\pi(I_h-I_c)-4q$, or

$$q\approx\frac{n^2\sigma(T_h^4-T_c^4)}{1+3\tau/4}.$$

For $\tau\to0$ this becomes direct exchange between black surfaces. For $\tau\gg1$ it becomes the Rosseland flux $4n^2\sigma(T_h^4-T_c^4)/(3\tau)$. The 1 in the denominator represents a temperature jump at the faces.

Q: How good is this boundary condition, which is only matched on average over a hemisphere?

A: Compare it with a numerical solution of the integral equation for radiative equilibrium. The flux divided by $n^2\sigma(T_h^4-T_c^4)$ is:

| $\tau$ | numerical | with jump | without jump |
|---|---|---|---|
| 5 | 0.2077 | 0.2105 | 0.2667 |
| 20 | 0.0622 | 0.0625 | 0.0667 |
| 80 | 0.0164 | 0.0164 | 0.0167 |

The jump formula is 1.4% too high at $\tau=5$ and 0.4% at $\tau=20$, relative to the numerical flux. For a thick layer the exact reduced flux tends to $4/[3(\tau+1.4209)]$, where 1.4209 is twice the Hopf constant 0.71045, while the jump formula is $4/[3(\tau+4/3)]$. The jump formula therefore stays slightly too high, by 0.1% at $\tau=80$, where the exact value is 0.01638. The 800-cell value 0.01642 in the output is about 0.3% too large there, because the cells are 0.1 mean free path wide. At $\tau=20$ the exact value is 0.06224, against 0.06225 from 800 cells.

For our layer $n^2\sigma(T_h^4-T_c^4)=615\,122$ W/m², and the numerical flux is about 38 290 W/m². Multiplying by $L/(T_h-T_c)=10^{-3}/200$ gives an effective conductivity of 0.191 W/(m K), or 94% of $k_R$ at 1500 K. Even at twenty mean free paths, with no lattice conduction, the faces cost about 7% of the flux, as the table shows (0.0622 against 0.0667). The ratio to $k_R$ is slightly better than that because the average of $T^3$ between 1400 K and 1600 K exceeds $(1500\ \text{K})^3$ by 0.4%. A radiative conductivity measured on such a layer would depend on its thickness, while $k_R$ does not. When lattice conduction dominates, the loss is smaller. Averaging $\frac32E_4$ from both faces over the layer gives $3/(4\tau)$, about 4% of the radiative part at $\tau=20$, and the total conductivity then depends only weakly on thickness.

Q: Real ceramics are not gray. Does anything remain?

A: The first-order argument can be repeated at each frequency $\nu$, since elastic scattering does not mix frequencies. It needs $\kappa_\nu>0$ and a profile smooth on the mean free path and the thermalization length at that frequency, and for anisotropic scattering $\beta_\nu$ stands for the transport coefficient. With spectral intensity $I_{b\nu}$ and extinction $\beta_\nu$,

$$k=\frac{4\pi}3\int_0^\infty\frac1{\beta_\nu}\frac{\partial I_{b\nu}}{\partial T}\,d\nu .$$

For constant $\beta_\nu$ this returns $k_R$. Otherwise the weight $1/\beta_\nu$ favors the most transparent frequencies, and those are the ones for which a given layer may not be thick. In such a window the expansion fails, and the exchange is no longer local. At 1500 K about 92% of the weight $\partial I_{b\nu}/\partial T$ lies at vacuum wavelengths below 5 µm, where many oxide ceramics absorb weakly and mainly scatter. Their faces also have an index step and are not black. The gray, index-matched layer above is therefore a model, and its numbers do not describe a particular ceramic. The gray values quoted here are collected in the numerical output below.

## Computed values

```
refractive index n = 2.0
extinction coefficient beta = 20000 1/m
thickness = 1.0 mm, optical thickness = 20.0
face temperatures = 1600 K and 1400 K
mean temperature = 1500 K
Stefan-Boltzmann constant = 5.670374e-08 W/(m^2 K^4)
photon mean free path = 50.0 micrometre
n=1: energy density, mode sum = 3.83008e-03 J/m^3
n=1: energy density, formula  = 3.83015e-03 J/m^3
n=1: heat capacity, mode sum = 1.0214e-05 J/(m^3 K)
n=1: k from C v l/3 = 0.05103 W/(m K)
n=2: energy density, mode sum = 3.06412e-02 J/m^3
n=2: energy density, formula  = 3.06412e-02 J/m^3
n=2: heat capacity, mode sum = 8.1710e-05 J/(m^3 K)
n=2: k from C v l/3 = 0.20413 W/(m K)
Rosseland conductivity k_R = 0.20413 W/(m K)
relative T change per mean free path = 0.02
ray flux / Rosseland flux = 1.001440, predicted 1.001440
optical depth 0: flux / Rosseland flux = 0.50000
optical depth 1: flux / Rosseland flux = 0.87091
optical depth 2: flux / Rosseland flux = 0.96247
optical depth 5: flux / Rosseland flux = 0.99883
albedo 0.9, g=0.0: flux / (gray flux with beta) = 1.0000, beta/beta_tr = 1.0000
albedo 0.9, g=0.6: flux / (gray flux with beta) = 2.1739, beta/beta_tr = 2.1739
absorption/beta = 0.001, g = 0.6, beta_tr/beta = 0.4006
thermalization length * beta = 28.85
p * thermalization length = 0.1: flux / Rosseland = 0.9901, closure 0.9901
p * thermalization length = 1.0: flux / Rosseland = 0.4997, closure 0.5000
p * thermalization length = 2.0: flux / Rosseland = 0.1998, closure 0.2000
temperature gradient = -2.000e+05 K/m
mid-plane: ray flux = 40832.8 W/m^2
mid-plane: Rosseland flux = 40826.7 W/m^2
mid-plane: ratio = 1.000150
hot face: ray flux = 24429.3 W/m^2
hot face: local Rosseland flux = 49548.5 W/m^2
hot face: ratio = 0.4930
n^2 sigma (Th^4-Tc^4) = 615122.2 W/m^2
tau=5: reduced flux = 0.20766, with slip 0.21053, without slip 0.26667
tau=20: reduced flux = 0.06225, with slip 0.06250, without slip 0.06667
tau=80: reduced flux = 0.01642, with slip 0.01639, without slip 0.01667
radiation alone: flux = 38293.7 W/m^2
radiation alone: effective conductivity = 0.19147 W/(m K)
effective conductivity / k_R = 0.9380
```
